# Coherent one-phonon neutron scattering: cross-section, detailed balance and zone choice: verification in Python

```python
"""Coherent one-phonon neutron scattering from a harmonic crystal.

Result under test (strength of a line, integrated over energy transfer at
fixed Q, without the factor k_f/k_i, for N cells):
    loss: N hbar/(2 w) |F|^2 (n+1)      gain: N hbar/(2 w) |F|^2 n
    F = sum_d b_d/sqrt(M_d) exp(-W_d) (Q.e_d*) exp(i Q.r_d)
Q: momentum transfer / hbar, w: phonon angular frequency, n: Bose occupation,
e_d: polarisation vector, b_d: scattering length, M_d: mass, r_d: position in
the cell, W_d = <(Q.u_d)^2>/2 with u_d the displacement.
Loss means that the neutron loses energy and creates a phonon.
"""
import numpy as np
from scipy import constants as const


def bose(x):
    return 1.0 / np.expm1(x)


# ---- Quantum ring of three atoms: golden-rule sum against the formula ----
# Units hbar = M = k_B = 1, b = 1.
levels, ring_n, onsite, coupling, temp, spacing = 10, 3, 1.0, 0.3, 0.5, 40.0
local_w = np.sqrt(onsite + 2 * coupling)
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
x_op = (lower + lower.T) / np.sqrt(2 * local_w)
h_op = local_w * np.diag(np.arange(levels) + 0.5)


def embed(op, site):
    out = np.eye(1)
    for j in range(ring_n):
        out = np.kron(out, op if j == site else np.eye(levels))
    return out


xs = [embed(x_op, j) for j in range(ring_n)]
ham = sum(embed(h_op, j) for j in range(ring_n))
for j in range(ring_n):
    ham = ham - coupling * xs[j] @ xs[(j + 1) % ring_n]
energy, states = np.linalg.eigh(ham)
prob = np.exp(-(energy - energy[0]) / temp)
prob /= prob.sum()
x_val, x_vec = np.linalg.eigh(x_op)


def exp_iqx(q_val):
    return (x_vec * np.exp(1j * q_val * x_val)) @ x_vec.T


def ring_w(m):
    return np.sqrt(onsite + 2 * coupling * (1 - np.cos(2 * np.pi * m / ring_n)))


all_w = np.array([ring_w(m) for m in range(ring_n)])
u2_ring = np.mean((2 * bose(all_w / temp) + 1) / (2 * all_w))

# Gaussian average <exp(iQu)> = exp(-Q^2<u^2>/2) at a large Q
op = states.T @ embed(exp_iqx(1.0), 0) @ states
gauss_direct = np.sum(prob * np.diag(op)).real
gauss_formula = np.exp(-0.5 * u2_ring)
assert abs(gauss_direct - gauss_formula) < 1e-5
print("Three-atom quantum ring, units hbar=M=k_B=1, T =", temp)
print(f"<exp(iQu)> at Q=1: direct {gauss_direct:.6f}, Gaussian {gauss_formula:.6f}")

gap = energy[:, None] - energy[None, :]
for m in (1, 3, 4):
    q_val = 2 * np.pi * m / (ring_n * spacing)
    site_exp = exp_iqx(q_val)
    amp = sum(np.exp(1j * q_val * spacing * j) * embed(site_exp, j)
              for j in range(ring_n))
    strength = np.abs(states.T @ amp @ states) ** 2 * prob[None, :]

    def line(w):
        return strength[np.abs(gap - w) < 0.02].sum()

    w = ring_w(m)
    other = ring_w(0) if m % ring_n else ring_w(1)
    base = ring_n * q_val**2 * np.exp(-q_val**2 * u2_ring) / (2 * w)
    loss, gain = base * (bose(w / temp) + 1), base * bose(w / temp)
    # neglected three-phonon terms are of relative order (Q^2<u^2>)^2 < 5e-4
    assert abs(line(w) / loss - 1) < 1e-3
    assert abs(line(-w) / gain - 1) < 1e-3
    assert line(other) < 1e-3 * line(w)
    print(f"Q={m}*2pi/(3a), w={w:.4f}: loss direct {line(w):.6f}, formula {loss:.6f};"
          f" gain direct {line(-w):.6f}, formula {gain:.6f}")

# ---- Diatomic ring without inversion symmetry: real-space modes vs Bloch ----
cells, cell_a, k_in, k_out, k_site, temp2 = 7, 10.0, 1.0, 0.55, 0.1, 0.6
mass = np.array([1.0, 2.5])
b_len = np.array([1.0, 0.6])
r_in = np.array([0.0, 0.37 * cell_a])
force = k_site * np.eye(2 * cells)
for c in range(cells):
    for i, j, k in ((2 * c, 2 * c + 1, k_in),
                    (2 * c + 1, (2 * c + 2) % (2 * cells), k_out)):
        force[i, i] += k
        force[j, j] += k
        force[i, j] -= k
        force[j, i] -= k
m_all, b_all = np.tile(mass, cells), np.tile(b_len, cells)
pos = np.repeat(np.arange(cells) * cell_a, 2) + np.tile(r_in, cells)
w2, modes = np.linalg.eigh(force / np.sqrt(np.outer(m_all, m_all)))
w_real = np.sqrt(w2)
u2_real = (modes**2 * (2 * bose(w_real / temp2) + 1) / (2 * w_real)).sum(1) / m_all


def bloch(q_val):
    off = -(k_in + k_out * np.exp(-1j * q_val * cell_a)) / np.sqrt(mass.prod())
    diag = (k_in + k_out + k_site) / mass
    val, vec = np.linalg.eigh(np.array([[diag[0], off], [np.conj(off), diag[1]]]))
    return np.sqrt(val), vec


u2_bloch = np.zeros(2)
for m in range(cells):
    ws, es = bloch(2 * np.pi * m / (cells * cell_a))
    u2_bloch += (np.abs(es)**2 * (2 * bose(ws / temp2) + 1) / (2 * ws)).sum(1)
u2_bloch /= cells * mass
optic_share = {}
for m in range(1, 17):
    q_val = 2 * np.pi * m / (cells * cell_a)
    mode_amp = (b_all * np.exp(-0.5 * q_val**2 * u2_real + 1j * q_val * pos)
                * q_val / np.sqrt(m_all)) @ modes
    site = (b_len * np.exp(-0.5 * q_val**2 * u2_bloch + 1j * q_val * r_in)
            * q_val / np.sqrt(mass))
    w_plus, e_plus = bloch(q_val)
    w_minus, e_minus = bloch(-q_val)
    loss = cells / (2 * w_plus) * np.abs(site @ e_plus.conj())**2 \
        * (bose(w_plus / temp2) + 1)
    gain = cells / (2 * w_minus) * np.abs(site @ e_minus)**2 * bose(w_minus / temp2)
    for s in range(2):
        near = np.abs(w_real - w_plus[s]) < 1e-7
        direct = np.abs(mode_amp[near])**2 / (2 * w_real[near])
        occ = bose(w_real[near] / temp2)
        assert np.isclose((direct * (occ + 1)).sum(), loss[s], rtol=1e-8, atol=1e-12)
        assert np.isclose((direct * occ).sum(), gain[s], rtol=1e-8, atol=1e-12)
    optic_share[m] = loss[1] / loss.sum()
shares = [optic_share[m] for m in (2, 9, 16)]
assert max(shares) - min(shares) > 0.2
print("Diatomic ring, 7 cells, same q = 2*2pi/(7a), optic share of the loss strength:")
print("  Q = q, q+G, q+2G: " + ", ".join(f"{100*s:.1f} %" for s in shares))

# ---- Worked example: model fcc crystal ----
a_lat, m_atom = 4.0e-10, 60 * const.atomic_mass
spring, b_coh, t_kelvin, e_final = 25.0, 8.0e-15, 300.0, 50e-3 * const.e
hbar, k_t = const.hbar, const.k * t_kelvin
unit_q = 2 * np.pi / a_lat
prim = a_lat / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(prim).T
steps = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (1, 0, -1), (0, 1, -1)]
steps = np.array(steps + [tuple(-i for i in s) for s in steps])
near_r = steps @ prim
near_hat = near_r / np.linalg.norm(near_r, axis=1)[:, None]
bond = np.einsum("ni,nj->nij", near_hat, near_hat)


def dyn(q_vecs):
    return spring / m_atom * np.einsum("qn,nij->qij",
                                       1 - np.cos(q_vecs @ near_r.T), bond)


def mean_square(n):
    f = (np.arange(n) + 0.5) / n
    grid = np.stack(np.meshgrid(f, f, f, indexing="ij"), -1).reshape(-1, 3)
    w = np.sqrt(np.linalg.eigvalsh(dyn(grid @ recip)))
    return np.mean(hbar / (2 * m_atom * w) * (2 * bose(hbar * w / k_t) + 1))


# the 1/q^2 integrand gives an error linear in 1/n, removed by extrapolation
u2 = 2 * mean_square(32) - mean_square(16)
u2_check = 2 * mean_square(24) - mean_square(12)
assert abs(u2 / u2_check - 1) < 1e-3

xi = 0.5
theta = np.pi * xi
q_red = np.array([xi, xi, 0.0])
names = ["L", "T1", "T2"]
pol = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
w_br = np.sqrt(2 * spring / m_atom * np.array([
    2 - np.cos(2 * theta) - np.cos(theta), 1 - np.cos(theta),
    2 * (1 - np.cos(theta))]))
d_q = dyn(unit_q * q_red[None, :])[0]
for w, e in zip(w_br, pol):
    assert np.allclose(d_q @ e, w**2 * e, atol=1e-10 * w**2)
occ = bose(hbar * w_br / k_t)

# periodic 64-atom crystal, normal modes without Bloch's theorem
side = 4
cells3 = np.array(list(np.ndindex(side, side, side)))
n_at = len(cells3)
big = np.zeros((n_at, 3, n_at, 3))
for i, c in enumerate(cells3):
    for s, t in zip(steps, bond):
        j = np.ravel_multi_index(tuple((c + s) % side), (side,) * 3)
        big[i, :, i, :] += t
        big[i, :, j, :] -= t
val, vec = np.linalg.eigh(big.reshape(3 * n_at, 3 * n_at))
keep = val > 1e-8
w_big = np.sqrt(val[keep] * spring / m_atom)
vec = vec[:, keep].reshape(n_at, 3, -1)
pos3 = cells3 @ prim

print("Model fcc: a = 4 A, M = 60 u, spring = 25 N/m, b = 8 fm, T = 300 K"
      if (a_lat, spring, b_coh, t_kelvin) == (4e-10, 25.0, 8e-15, 300.0) else "changed")
print(f"k_B T = {k_t/const.e*1e3:.3f} meV; <u_x^2> = {u2*1e20:.5f} A^2;"
      f" 2pi/a = {unit_q*1e-10:.4f} 1/A")
for s in range(3):
    print(f"branch {names[s]}: energy {hbar*w_br[s]/const.e*1e3:.3f} meV,"
          f" w = {w_br[s]*1e-12:.3f} rad/ps, n = {occ[s]:.4f}")
result = {}
for g_vec in ((2, 2, 0), (2, -2, 0), (0, 0, 4)):
    q_vec = unit_q * (np.array(g_vec) + q_red)
    qe2 = (pol @ q_vec)**2
    bare = hbar * qe2 / (2 * m_atom * w_br)
    amp = np.einsum("a,i,aim->m", np.exp(1j * pos3 @ q_vec), q_vec, vec)
    for s in range(3):
        near = np.abs(w_big / w_br[s] - 1) < 1e-7
        direct = (hbar * np.abs(amp[near])**2 / (2 * m_atom * w_big[near])).sum() / n_at
        assert np.isclose(direct, bare[s], rtol=1e-8, atol=1e-12)
    two_w = q_vec @ q_vec * u2
    loss = b_coh**2 * np.exp(-two_w) * bare * (occ + 1)
    gain = b_coh**2 * np.exp(-two_w) * bare * occ
    result[g_vec] = (q_vec, loss, gain)
    print(f"G = {g_vec}: |Q| = {np.linalg.norm(q_vec)*1e-10:.4f} 1/A,"
          f" 2W = {two_w:.4f}, exp(-2W) = {np.exp(-two_w):.4f}")
    for s in range(3):
        print(f"  {names[s]}: (Q.e)^2 = {qe2[s]*1e-20:.4f} 1/A^2, loss strength"
              f" {loss[s]*1e31:.3f} mb/sr per atom, share {100*loss[s]/loss.sum():.2f} %")
assert [int(np.argmax(result[g][1])) for g in result] == [0, 1, 2]

# gain and loss of the L phonon at fixed final energy
q_vec, loss, gain = result[(2, 2, 0)]
e_in = e_final + hbar * w_br[0] * np.array([1, -1])
k_in_out = np.sqrt(2 * const.m_n * e_in) / hbar
k_fin = np.sqrt(2 * const.m_n * e_final) / hbar
q_len = np.linalg.norm(q_vec)
assert np.all(np.abs(k_in_out - k_fin) < q_len) and np.all(q_len < k_in_out + k_fin)
factor = k_fin / k_in_out
print(f"L at G = (2,2,0), E_f = {e_final/const.e*1e3:.1f} meV,"
      f" k_f = {k_fin*1e-10:.4f} 1/A")
for label, i, strength in (("loss", 0, loss[0]), ("gain", 1, gain[0])):
    print(f"  {label}: E_i = {e_in[i]/const.e*1e3:.3f} meV, k_i = {k_in_out[i]*1e-10:.4f}"
          f" 1/A, k_f/k_i = {factor[i]:.4f}")
    print(f"    strength {strength*1e31:.3f} mb/sr, times k_f/k_i"
          f" {strength*factor[i]*1e31:.3f} mb/sr")
print(f"  gain/loss without k_f/k_i {gain[0]/loss[0]:.4f},"
      f" exp(-hbar w/k_B T) {np.exp(-hbar*w_br[0]/k_t):.4f}")
print(f"  gain/loss with k_f/k_i {gain[0]*factor[1]/(loss[0]*factor[0]):.4f}")

# away from a symmetry direction the highest branch is not purely longitudinal
q_off = np.array([0.5, 0.2, 0.0])
e_top = np.linalg.eigh(dyn(unit_q * q_off[None, :])[0])[1][:, -1]
tilt = np.degrees(np.arccos(abs(e_top @ q_off) / np.linalg.norm(q_off)))
assert tilt > 3
print(f"q = (0.5,0.2,0) 2pi/a: angle of highest-branch e to q = {tilt:.2f} degrees")
print("OK")
```

It prints:

```
Three-atom quantum ring, units hbar=M=k_B=1, T = 0.5
<exp(iQu)> at Q=1: direct 0.781353, Gaussian 0.781353
Q=1*2pi/(3a), w=1.3784: loss direct 0.003181, formula 0.003181; gain direct 0.000202, formula 0.000202
Q=3*2pi/(3a), w=1.0000: loss direct 0.042286, formula 0.042286; gain direct 0.005723, formula 0.005723
Q=4*2pi/(3a), w=1.3784: loss direct 0.049880, formula 0.049879; gain direct 0.003167, formula 0.003167
Diatomic ring, 7 cells, same q = 2*2pi/(7a), optic share of the loss strength:
  Q = q, q+G, q+2G: 19.7 %, 78.7 %, 39.9 %
Model fcc: a = 4 A, M = 60 u, spring = 25 N/m, b = 8 fm, T = 300 K
k_B T = 25.852 meV; <u_x^2> = 0.00718 A^2; 2pi/a = 1.5708 1/A
branch L: energy 25.539 meV, w = 38.801 rad/ps, n = 0.5933
branch T1: energy 14.745 meV, w = 22.402 rad/ps, n = 1.3005
branch T2: energy 20.853 meV, w = 31.681 rad/ps, n = 0.8062
G = (2, 2, 0): |Q| = 5.5536 1/A, 2W = 0.2214, exp(-2W) = 0.8014
  L: (Q.e)^2 = 30.8425 1/A^2, loss strength 34.377 mb/sr per atom, share 100.00 %
  T1: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
  T2: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
G = (2, -2, 0): |Q| = 4.5796 1/A, 2W = 0.1505, exp(-2W) = 0.8602
  L: (Q.e)^2 = 1.2337 1/A^2, loss strength 1.476 mb/sr per atom, share 2.44 %
  T1: (Q.e)^2 = 19.7392 1/A^2, loss strength 59.063 mb/sr per atom, share 97.56 %
  T2: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
G = (0, 0, 4): |Q| = 6.3806 1/A, 2W = 0.2922, exp(-2W) = 0.7466
  L: (Q.e)^2 = 1.2337 1/A^2, loss strength 1.281 mb/sr per atom, share 2.20 %
  T1: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
  T2: (Q.e)^2 = 39.4784 1/A^2, loss strength 56.917 mb/sr per atom, share 97.80 %
L at G = (2,2,0), E_f = 50.0 meV, k_f = 4.9122 1/A
  loss: E_i = 75.539 meV, k_i = 6.0378 1/A, k_f/k_i = 0.8136
    strength 34.377 mb/sr, times k_f/k_i 27.968 mb/sr
  gain: E_i = 24.461 meV, k_i = 3.4358 1/A, k_f/k_i = 1.4297
    strength 12.800 mb/sr, times k_f/k_i 18.301 mb/sr
  gain/loss without k_f/k_i 0.3724, exp(-hbar w/k_B T) 0.3724
  gain/loss with k_f/k_i 0.6543
q = (0.5,0.2,0) 2pi/a: angle of highest-branch e to q = 5.93 degrees
OK
```
